# Frequency-dependent diffusion in an uncoupled continuous-time random walk: a program that tests the result

```python
"""Frequency-dependent diffusion of an uncoupled continuous-time random walk.

Result under test, for a walk whose first wait begins at time zero:
    D(s) = a^2/(2 d) * W(s),   W(s) = s psi(s)/(1 - psi(s)),   s = i omega
psi(s): Laplace transform of the waiting-time density; a^2: mean square jump;
d: dimension; W: frequency-dependent jump rate. Exponential waiting with mean
tau must give D = a^2/(2 d tau). The definition tested against this is
    D(s) = s^2/(2 d) * Laplace transform of the mean square displacement.
The independent side is a master equation on a cubic lattice, projected on x,
in which every arrival draws a new waiting type (fast or slow).
"""
import numpy as np
from scipy.linalg import expm
from scipy.special import gamma as gamma_function
from scipy.stats import poisson


def gauss_panels(start, stop, count, order=12):
    """Nodes and weights of composite Gauss-Legendre quadrature."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(start, stop, count + 1)
    half = np.diff(edges)[:, None] / 2
    middle = (edges[1:] + edges[:-1])[:, None] / 2
    return (middle + half * x).ravel(), (half * w).ravel()


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


# Model parameters in SI units
dimension = 3
jump = 0.5e-9
p_fast = 0.9
rates = np.array([1.0e8, 1.0e6])
fresh = np.array([p_fast, 1 - p_fast])

# Waiting-time density, its moments and its transform by quadrature
time, weight = gauss_panels(0.0, 45 / rates.min(), 5000)
density = (fresh * rates) @ np.exp(-np.outer(rates, time))
mean_wait = np.sum(weight * time * density)
variance = np.sum(weight * time**2 * density) - mean_wait**2


def transform(function_values, s):
    return np.sum(weight * function_values * np.exp(-s * time))


def jump_rate(function_values, s):
    psi = transform(function_values, s)
    return s * psi / (1 - psi)


prefactor = jump**2 / (2 * dimension)
initial_rate = fresh @ rates
relaxation = fresh[1] * rates[0] + fresh[0] * rates[1]
D_low = prefactor / mean_wait
D_high = prefactor * initial_rate

# Lattice master equation: state = (x site, waiting type)
half_width = 100
sites = np.arange(-half_width, half_width + 1)
size = len(sites)
hop = (4 * np.eye(size) + np.eye(size, k=1) + np.eye(size, k=-1)) / 6


def generator(type_rates):
    return (np.kron(hop, np.outer(fresh, type_rates))
            - np.kron(np.eye(size), np.diag(type_rates)))


def initial_state(type_weights):
    state = np.zeros((size, 2))
    state[half_width] = type_weights
    return state.ravel()


def site_resolvent(s, matrix, type_weights):
    solution = np.linalg.solve(s * np.eye(2 * size) - matrix,
                               initial_state(type_weights))
    return solution.reshape(size, 2).sum(axis=1)


def lattice_D(s, matrix, type_weights):
    x_squared = jump**2 * np.sum(sites**2 * site_resolvent(
        s, matrix, type_weights))
    return s**2 * dimension * x_squared / (2 * dimension)


two_rate = generator(rates)
one_rate = generator(np.full(2, 1 / mean_wait))
exponential = np.exp(-time / mean_wait) / mean_wait
stationary = fresh / rates
stationary = stationary / stationary.sum()

rows = []
for multiple in (0.1, 1.0, 10.0):
    omega = multiple * relaxation
    s = 1j * omega
    from_lattice = lattice_D(s, two_rate, fresh)
    from_density = prefactor * jump_rate(density, s)
    closed_form = prefactor * (initial_rate * s + rates.prod()) / (
        s + relaxation)
    assert close(from_density, from_lattice, 1e-7)
    assert close(closed_form, from_lattice, 1e-7)
    # Exponential waiting: constant diffusion, by both roads
    exp_lattice = lattice_D(s, one_rate, fresh)
    assert close(exp_lattice, D_low, 1e-7)
    assert close(prefactor * jump_rate(exponential, s), D_low, 1e-7)
    # Stationary start removes dispersion although waiting is not exponential
    stationary_D = lattice_D(s, two_rate, stationary)
    assert close(stationary_D, D_low, 1e-7)
    # Full propagator at a finite wave number along x
    phase = 0.7
    fourier = np.sum(np.exp(-1j * phase * sites)
                     * site_resolvent(s, two_rate, fresh))
    structure = (2 + np.cos(phase)) / 3
    propagator = 1 / (s + jump_rate(density, s) * (1 - structure))
    assert close(propagator, fourier, 1e-7)
    rows.append((multiple, omega, from_lattice, exp_lattice, stationary_D))

# High-frequency plateau; the remaining deviation is of order 1e-4
assert close(lattice_D(1j * 1e4 * relaxation, two_rate, fresh), D_high, 1e-3)


# Mean square displacement in real time
def lattice_msd(t):
    state = expm(two_rate * t) @ initial_state(fresh)
    return dimension * jump**2 * np.sum(
        sites**2 * state.reshape(size, 2).sum(axis=1))


msd = {}
for multiple in (1.0, 20.0, 25.0):
    t = multiple / relaxation
    msd[multiple] = lattice_msd(t)
    formula = jump**2 * (t / mean_wait + (initial_rate - 1 / mean_wait)
                         * (1 - np.exp(-relaxation * t)) / relaxation)
    assert close(formula, msd[multiple], 1e-7)
late_D = (msd[25.0] - msd[20.0]) * relaxation / (5 * 2 * dimension)
assert close(late_D, D_low, 1e-6)
excess = msd[25.0] / jump**2 - 25 / relaxation / mean_wait
assert close((variance - mean_wait**2) / (2 * mean_wait**2), excess, 1e-6)

# Two-stage wait, stage rate g = 1: count completed pairs of Poisson stages
u, du = gauss_panels(0.0, 90.0, 300)
events = np.arange(0, 301)
mean_jumps = poisson.pmf(events[None, :], u[:, None]) @ (events // 2)
s_test = 0.5 + 0.8j
counted_rate = s_test**2 * np.sum(du * mean_jumps * np.exp(-s_test * u))
psi_test = np.sum(du * u * np.exp(-u - s_test * u))
assert close(s_test * psi_test / (1 - psi_test), counted_rate, 1e-8)
assert close(1 / (s_test + 2), counted_rate, 1e-8)
late_excess = np.interp(40.0, u, mean_jumps - u / 2)
assert abs(late_excess + 0.25) < 1e-6  # v = tau^2/2 gives -1/4
psi_axis = np.sum(du * u * np.exp(-u - 2j * u))
two_stage_ratio = 2 * (2j * psi_axis / (1 - psi_axis))
assert close(two_stage_ratio, 2 / (2 + 2j), 1e-8)

# Power-law waits with infinite mean, time unit t0; the survival transform is
# integrated along the rotated path t = -i v, with v = exp(y)
alpha = 0.6


def power_law_rate(omega):
    y, dy = gauss_panels(-30.0, np.log(60 / omega), 800)
    v = np.exp(y)
    survival = -1j * np.sum(dy * v * np.exp(-omega * v)
                            * (1 - 1j * v)**(-alpha))
    return (1 - 1j * omega * survival) / survival


W_a, W_b = power_law_rate(1e-10), power_law_rate(1e-8)
asymptote = (1e-10j)**(1 - alpha) / gamma_function(1 - alpha)
assert close(W_a, asymptote, 1e-3)  # next term is about 1e-4 here
slope = np.log(abs(W_b) / abs(W_a)) / np.log(100)
angle = np.degrees(np.angle(W_a))
assert abs(slope - (1 - alpha)) < 1e-3
assert abs(angle - 90 * (1 - alpha)) < 0.05

print(f"jump length a = {jump * 1e9:.2f} nm; dimension d = {dimension}")
print(f"fast-wait probability p = {p_fast:.2f}")
print(f"fast rate = {rates[0]:.3e} 1/s; slow rate = {rates[1]:.3e} 1/s")
print(f"mean wait tau = {mean_wait:.5e} s")
print(f"waiting-time variance v = {variance:.5e} s^2")
print(f"mean jump rate 1/tau = {1 / mean_wait:.5e} 1/s")
print(f"initial jump rate A = {initial_rate:.5e} 1/s")
print(f"relaxation rate B = {relaxation:.5e} 1/s")
print(f"relaxation frequency B/(2 pi) = {relaxation / 2 / np.pi:.5e} Hz")
print(f"a^2/(2d) = {prefactor:.5e} m^2")
print(f"low-frequency D = {D_low:.5e} m^2/s = {D_low * 1e4:.5e} cm^2/s")
print(f"high-frequency D = {D_high:.5e} m^2/s = {D_high * 1e4:.5e} cm^2/s")
print(f"plateau ratio = {D_high / D_low:.4f}")
psi_B = transform(density, 1j * relaxation)
print(f"psi(i B) = {psi_B.real:.6f} {psi_B.imag:+.6f} i")
W_B = jump_rate(density, 1j * relaxation)
print(f"W(i B) = {W_B.real:.5e} {W_B.imag:+.5e} i 1/s")
for multiple, omega, value, exp_value, stat_value in rows:
    print(f"omega = {multiple:g} B = {omega:.5e} rad/s:")
    print(f"  lattice D = {value.real:.5e} {value.imag:+.5e} i m^2/s")
    print(f"  exponential waits, Re D = {exp_value.real:.5e} m^2/s")
    print(f"  stationary start, Re D = {stat_value.real:.5e} m^2/s")
print(f"time 1/B = {1 / relaxation:.5e} s")
print(f"mean square displacement at 1/B = {msd[1.0] * 1e18:.5f} nm^2")
print(f"D from late slope = {late_D:.5e} m^2/s")
print(f"late excess number of jumps = {excess:.5f}")
print(f"two-stage wait, D(omega=2g)/D(0) = {two_stage_ratio.real:.5f} "
      f"{two_stage_ratio.imag:+.5f} i")
print(f"two-stage wait, late excess jumps = {late_excess:.5f}")
print(f"power-law waits: alpha = {alpha:.2f}")
print(f"  log slope, omega t0 from 1e-10 to 1e-8 = {slope:.5f}")
print(f"  phase at omega t0 = 1e-10: {angle:.4f} degrees")
print("done: every assertion held")
```

It prints:

```
jump length a = 0.50 nm; dimension d = 3
fast-wait probability p = 0.90
fast rate = 1.000e+08 1/s; slow rate = 1.000e+06 1/s
mean wait tau = 1.09000e-07 s
waiting-time variance v = 1.88299e-13 s^2
mean jump rate 1/tau = 9.17431e+06 1/s
initial jump rate A = 9.01000e+07 1/s
relaxation rate B = 1.09000e+07 1/s
relaxation frequency B/(2 pi) = 1.73479e+06 Hz
a^2/(2d) = 4.16667e-20 m^2
low-frequency D = 3.82263e-13 m^2/s = 3.82263e-09 cm^2/s
high-frequency D = 3.75417e-12 m^2/s = 3.75417e-08 cm^2/s
plateau ratio = 9.8209
psi(i B) = 0.890267 -0.106046 i
W(i B) = 4.96372e+07 +4.04628e+07 i 1/s
omega = 0.1 B = 1.09000e+06 rad/s:
  lattice D = 4.15648e-13 +3.33852e-13 i m^2/s
  exponential waits, Re D = 3.82263e-13 m^2/s
  stationary start, Re D = 3.82263e-13 m^2/s
omega = 1 B = 1.09000e+07 rad/s:
  lattice D = 2.06821e-12 +1.68595e-12 i m^2/s
  exponential waits, Re D = 3.82263e-13 m^2/s
  stationary start, Re D = 3.82263e-13 m^2/s
omega = 10 B = 1.09000e+08 rad/s:
  lattice D = 3.72078e-12 +3.33852e-13 i m^2/s
  exponential waits, Re D = 3.82263e-13 m^2/s
  stationary start, Re D = 3.82263e-13 m^2/s
time 1/B = 9.17431e-08 s
mean square displacement at 1/B = 1.38370 nm^2
D from late slope = 3.82263e-13 m^2/s
late excess number of jumps = 7.42438
two-stage wait, D(omega=2g)/D(0) = 0.50000 -0.50000 i
two-stage wait, late excess jumps = -0.25000
power-law waits: alpha = 0.60
  log slope, omega t0 from 1e-10 to 1e-8 = 0.40010
  phase at omega t0 = 1e-10: 36.0037 degrees
done: every assertion held
```
